# The k-Derivative of Periodic Pseudo Orbitals with an Overlap Operator, part 1

(Sections cited here and not found follow in the second part.)

In the projector augmented-wave (PAW) and ultrasoft pseudopotential methods the smooth pseudo orbitals of a crystal solve a generalized eigenproblem, written here in Hartree atomic units:

$$H\psi=\varepsilon S\psi,\qquad H=-\tfrac12\nabla^2+V+\sum_{R,ij}|p_i^R\rangle D_{ij}\langle p_j^R|,\qquad S=1+\sum_{R,ij}|p_i^R\rangle q_{ij}\langle p_j^R| .$$

The projector $p_i^R(\mathbf r)=p_i(\mathbf r-\boldsymbol\tau_i-\mathbf R)$ belongs to the atom at $\boldsymbol\tau_i$ in the cell at lattice vector $\mathbf R$. The Hermitian matrices $D$ and $q$ couple only projectors on the same atom, $S$ is positive definite, and $V$ is a local periodic potential, as in LDA or GGA. Bloch solutions are $\psi_{n\mathbf k}=e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}$ with $u$ periodic. The symbol $\partial$ means $\partial/\partial k_x$, and brackets between periodic functions are integrals over one cell of volume $\Omega$. At the $\mathbf k$ considered, the lowest $N$ bands are called occupied and lie below all the others, which are called empty. The response of an insulator to a uniform electric field is built from $\partial u_{n\mathbf k}$.

## (a) Find the operators $H_k$ and $S_k$ that act on $u$, and the plane-wave coefficients of their projectors.

**Solution.** Substituting $\psi=e^{i\mathbf k\cdot\mathbf r}u$ and multiplying by $e^{-i\mathbf k\cdot\mathbf r}$ gives $H_ku=\varepsilon S_ku$ with $H_k=e^{-i\mathbf k\cdot\mathbf r}He^{i\mathbf k\cdot\mathbf r}$ and $S_k=e^{-i\mathbf k\cdot\mathbf r}Se^{i\mathbf k\cdot\mathbf r}$. The local potential commutes with the phase, and the kinetic term becomes $\tfrac12(-i\nabla+\mathbf k)^2$.

In the projection the shift $\mathbf r=\mathbf y+\mathbf R$ and the periodicity of $u$ give

$$\langle p_j^R|\psi\rangle=e^{i\mathbf k\cdot\mathbf R}\int_{\rm all}p_j^*(\mathbf y-\boldsymbol\tau_j)\,e^{i\mathbf k\cdot\mathbf y}u(\mathbf y)\,d^3y .$$

All space is cut into cells by $\mathbf y=\mathbf r-\mathbf R'$, with $\mathbf r$ in the home cell. Since $u(\mathbf r-\mathbf R')=u(\mathbf r)$, the integral equals the cell bracket $\langle p_j^k|u\rangle$ with the periodic function

$$p_j^k(\mathbf r)=\sum_{R}e^{-i\mathbf k\cdot(\mathbf r-\mathbf R)}\,p_j(\mathbf r-\boldsymbol\tau_j-\mathbf R).\tag{1}$$

On the ket side the remaining factors combine to $e^{-i\mathbf k\cdot\mathbf r}\sum_Rp_i^R(\mathbf r)e^{i\mathbf k\cdot\mathbf R}=p_i^k(\mathbf r)$. Therefore

$$H_k=\tfrac12(-i\nabla+\mathbf k)^2+V+\sum_{ij}|p_i^k\rangle D_{ij}\langle p_j^k|,\qquad S_k=1+\sum_{ij}|p_i^k\rangle q_{ij}\langle p_j^k|.\tag{2}$$

With plane waves $\Omega^{-1/2}e^{i\mathbf G\cdot\mathbf r}$ and $e^{i\mathbf G\cdot\mathbf R}=1$, the lattice sum in (1) unfolds the cell integral into one over all space, and the shift $\mathbf s=\mathbf y-\boldsymbol\tau_j$ gives

$$\langle\mathbf G|p_j^k\rangle=\Omega^{-1/2}e^{-i(\mathbf k+\mathbf G)\cdot\boldsymbol\tau_j}f_j(\mathbf k+\mathbf G),\qquad f_j(\mathbf g)=\int e^{-i\mathbf g\cdot\mathbf s}p_j(\mathbf s)\,d^3s.\tag{3}$$

The overlap $S$ of the crystal contains no $\mathbf k$, but it is nonlocal and does not commute with the phase, so $S_k$ depends on $\mathbf k$.

## (b) Compute $\partial H_k$ and $\partial S_k$. Does the atomic position enter through the derivative of the phase in (3)?

**Solution.** The vector $\mathbf k$ labels solutions of one fixed pair $H,S$. Moving it changes neither the density nor the potential, so $V$, $D$ and $q$ are constants, and this derivative has no self-consistent response. Differentiating the two phases in the definition gives

$$\partial H_k=-ixH_k+iH_kx=i[H_k,x],\qquad \partial S_k=i[S_k,x].\tag{4}$$

The coordinate $x$ does not map periodic functions to periodic functions, but the commutators do. From (2), by the product rule,

$$\partial H_k=(-i\partial_x+k_x)+\sum_{ij}D_{ij}\big(|\partial p_i^k\rangle\langle p_j^k|+|p_i^k\rangle\langle\partial p_j^k|\big),$$

$$\partial S_k=\sum_{ij}q_{ij}\big(|\partial p_i^k\rangle\langle p_j^k|+|p_i^k\rangle\langle\partial p_j^k|\big).\tag{5}$$

The first term of $\partial H_k$ has plane-wave elements $(k_x+G_x)\delta_{\mathbf G\mathbf G'}$. In a truncated basis the set of $\mathbf G$ is held fixed while $\mathbf k$ varies. With a cutoff on $|\mathbf k+\mathbf G|$ the set changes at those $\mathbf k$ where a plane wave crosses the cutoff, and there the matrices change size and cannot be differentiated. A nonlocal term beyond those in $H$, such as exact exchange, would add its own commutator.

The derivative of (1) brings down $-i(x-R_x)$, which splits as $-i(x-\tau_x-R_x)-i\tau_x$:

$$|\partial p_j^k\rangle=|\bar\partial p_j^k\rangle-i\tau_{x}|p_j^k\rangle,\qquad \langle\mathbf G|\bar\partial p_j^k\rangle=\Omega^{-1/2}e^{-i(\mathbf k+\mathbf G)\cdot\boldsymbol\tau}\,\frac{\partial f_j}{\partial g_x}(\mathbf k+\mathbf G).\tag{6}$$

The atom-centred derivative $\bar\partial p^k$ is (1) with each term multiplied by $-is_x$, where $s_x=x-\tau_x-R_x$ is measured from the atom of that term. In (5) the ket contributes $-i\tau_x|p_i^k\rangle\langle p_j^k|$ and the bra, being conjugated, $+i\tau_x|p_i^k\rangle\langle p_j^k|$. Since $i$ and $j$ share an atom, these cancel, and $\partial p$ may be replaced by $\bar\partial p$ in (5).

## (c) Differentiate the eigenproblem for a nondegenerate band $n$. What follows from projecting the result on the eigenstates? How does the right side behave when the zero of energy is moved?

**Solution.** The label $k$ is dropped from here on, and the eigenstates are normalized as $\langle u_m|S|u_n\rangle=\delta_{mn}$. The derivative of $(H-\varepsilon_nS)|u_n\rangle=0$ is

$$(\partial H-\partial\varepsilon_n\,S-\varepsilon_n\,\partial S)|u_n\rangle+(H-\varepsilon_nS)|\partial u_n\rangle=0,$$

or, with the unknown on the left,

$$(H-\varepsilon_nS)|\partial u_n\rangle=-|w_n\rangle+\partial\varepsilon_n\,S|u_n\rangle,\qquad |w_n\rangle=(\partial H-\varepsilon_n\partial S)|u_n\rangle.\tag{7}$$

Without projection the right side holds the band slope as well as $\partial H-\varepsilon_n\partial S$. Because $H$ and $S$ are Hermitian, $\langle u_m|H=\varepsilon_m\langle u_m|S$, and applying $\langle u_m|$ to (7) gives

$$(\varepsilon_m-\varepsilon_n)\langle u_m|S|\partial u_n\rangle=-\langle u_m|w_n\rangle+\partial\varepsilon_n\,\delta_{mn}.$$

For $m=n$ the left side vanishes, and the condition for (7) to have a solution is the generalized Hellmann–Feynman theorem. For $m\ne n$ the equation fixes one component of the derivative:

$$\partial\varepsilon_n=\langle u_n|\partial H-\varepsilon_n\partial S|u_n\rangle,\qquad \langle u_m|S|\partial u_n\rangle=\frac{\langle u_m|\partial H-\varepsilon_n\partial S|u_n\rangle}{\varepsilon_n-\varepsilon_m}.\tag{8}$$

The component along $u_n$ is left open, since $u_n$ spans the null space of $H-\varepsilon_nS$.

In both methods $D_{ij}$ contains the integral of the potential over an augmentation density whose total charge is $q_{ij}$. A constant $c$ added to the potential therefore sends $V\to V+c$ and $D\to D+cq$, which by (2) is $H\to H+cS$. The orbitals are unchanged and $\varepsilon_n\to\varepsilon_n+c$. Then $\partial H\to\partial H+c\,\partial S$, while

$$\partial H+c\,\partial S-(\varepsilon_n+c)\,\partial S=\partial H-\varepsilon_n\partial S .$$

The operator $\partial H$ alone depends on an arbitrary constant, and the term $-\varepsilon_n\partial S$ removes that dependence.

## (d) What does orthonormality require of the components of $\partial u_n$ within the occupied space, and how much of them can be removed by a choice of gauge?

**Solution.** Define the $N\times N$ matrices $B_{mn}=\langle u_m|S|\partial u_n\rangle$, $\sigma_{mn}=\langle u_m|\partial S|u_n\rangle$ and $\eta_{mn}=\langle u_m|\partial H|u_n\rangle$. The derivative of $\langle u_m|S|u_n\rangle=\delta_{mn}$ has three terms, of which the first is $\langle\partial u_m|S|u_n\rangle=B_{nm}^*$:

$$B^\dagger+\sigma+B=0.\tag{9}$$

The eigenstate components (8) obey this. Since $\eta$ and $\sigma$ are Hermitian,

$$B_{mn}+B_{nm}^*=\frac{\eta_{mn}-\varepsilon_n\sigma_{mn}}{\varepsilon_n-\varepsilon_m}+\frac{\eta_{mn}-\varepsilon_m\sigma_{mn}}{\varepsilon_m-\varepsilon_n}=\frac{(\varepsilon_m-\varepsilon_n)\sigma_{mn}}{\varepsilon_n-\varepsilon_m}=-\sigma_{mn}.$$

A gauge change is $|u'_n\rangle=\sum_m|u_m\rangle U_{mn}(\mathbf k)$ with $U$ unitary, and $U=1$ at the point $\mathbf k_0$ of interest. There $B'=B+\partial U$, and differentiating $U^\dagger U=1$ shows that $\partial U$ is anti-Hermitian. The anti-Hermitian part of $B$ can thus be set to any value, while the Hermitian part is $-\sigma/2$ in every gauge by (9). If $U$ is chosen so that the overlap $\langle u_m(\mathbf k_0)|S_{k_0}|u'_n(\mathbf k)\rangle$ is Hermitian near $\mathbf k_0$, its derivative $B'$ is Hermitian and

$$B'_{mn}=-\tfrac12\langle u_m|\partial S|u_n\rangle.\tag{10}$$

The occupied part of the derivative cannot be removed unless $\sigma=0$. It compensates the change of the metric $S_k$ in which the orbitals stay orthonormal.

## (e) Derive a linear equation for the part of $\partial u_n$ in the empty space that involves only occupied orbitals and holds for degenerate occupied bands. Bring it to a form with a positive definite operator.

**Solution.** Let $\rho=\sum_{m\,\rm occ}|u_m\rangle\langle u_m|$ and

$$P_c=1-\rho S,\qquad P_c^\dagger=1-S\rho .$$

Orthonormality gives $\rho S|u_m\rangle=|u_m\rangle$ for occupied $m$ and $\rho S|u_c\rangle=0$ for empty $c$. Hence $P_c$ removes occupied states, keeps empty ones, and satisfies $P_c^2=P_c$. Since $P_c-P_c^\dagger=S\rho-\rho S$, it is Hermitian only if $S$ commutes with $\rho$, which in general fails when $S\neq1$. Three identities are needed. First, $SP_c=S-S\rho S=P_c^\dagger S$. Second, $H\rho S=\sum_m\varepsilon_mS|u_m\rangle\langle u_m|S=S\rho H$, so $HP_c=P_c^\dagger H$. Third, $P_c^\dagger S|u_m\rangle=SP_c|u_m\rangle=0$.

At a degeneracy the individual eigenstates need not be differentiable, but a gap to the empty bands keeps the occupied space smooth. Take a smooth $S$-orthonormal frame of that space which coincides with eigenstates at $\mathbf k_0$. It obeys $H|u_n\rangle=\sum_mS|u_m\rangle\Lambda_{mn}$ with $\Lambda_{mn}=\langle u_m|H|u_n\rangle$ and $\Lambda_{mn}(\mathbf k_0)=\varepsilon_n\delta_{mn}$. Differentiating and then setting $\mathbf k=\mathbf k_0$ gives

$$\partial H|u_n\rangle+H|\partial u_n\rangle=\varepsilon_n\partial S|u_n\rangle+\varepsilon_nS|\partial u_n\rangle+\sum_mS|u_m\rangle\,\partial\Lambda_{mn}.$$

Apply $P_c^\dagger$. The third identity removes the last sum, which contains the band slope of (7), and the first two move the projector through $H$ and $S$. With $|x_n\rangle=P_c|\partial u_n\rangle$ the result is the Sternheimer equation

$$(H_k-\varepsilon_nS_k)\,|x_n\rangle=-P_c^\dagger\,(\partial H_k-\varepsilon_n\,\partial S_k)\,|u_n\rangle .\tag{11}$$

The unknown does not depend on the frame: the gauge change of part (d) adds $\sum_m|u_m\rangle\partial U_{mn}$ to $\partial u_n$, and $P_c$ removes it. A form free of any gauge follows from $\partial\rho\,S|u_n\rangle=|\partial u_n\rangle+\sum_m|u_m\rangle\langle\partial u_m|S|u_n\rangle$:

$$|x_n\rangle=P_c\,(\partial\rho)\,S|u_n\rangle.\tag{12}$$

The projector on the right of (11) must be the adjoint. The left side equals $P_c^\dagger(H-\varepsilon_nS)|\partial u_n\rangle$, and $\langle u_m|P_c^\dagger=(P_c|u_m\rangle)^\dagger=0$, so the right side must be orthogonal to the occupied orbitals in the plain inner product, with no $S$. For an empty state $\langle u_c|P_c^\dagger=\langle u_c|$, and projecting (11) on $u_c$ as in part (c) yields

$$|x_n\rangle=\sum_{c\,\rm empty}|u_c\rangle\frac{\langle u_c|w_n\rangle}{\varepsilon_n-\varepsilon_c}.\tag{13}$$

With $P_c$ in place of $P_c^\dagger$ the numerator would be $\langle u_c|w_n\rangle-\sum_m\langle u_c|u_m\rangle\langle u_m|S|w_n\rangle$, and the plain overlap $\langle u_c|u_m\rangle=-\langle u_c|S-1|u_m\rangle$ does not vanish in general.

The operator in (11) is singular on $u_n$ and negative on the occupied states below it. Define

$$A_n=H-\varepsilon_nS+\alpha\,S\rho S .$$

Then $A_n|u_j\rangle=\lambda_jS|u_j\rangle$, with $\lambda_m=\varepsilon_m-\varepsilon_n+\alpha$ for occupied and $\lambda_c=\varepsilon_c-\varepsilon_n$ for empty states. For $|y\rangle=\sum_jy_j|u_j\rangle$ one has $\langle y|A_n|y\rangle=\sum_j\lambda_j|y_j|^2$, which is positive when $\alpha>\varepsilon_n-\varepsilon_1$ and the gap is open. Solve $A_n|x\rangle=-P_c^\dagger|w_n\rangle$. Projection on occupied $u_m$ gives $\lambda_m\langle u_m|S|x\rangle=0$, so the solution lies in the empty space. There $\rho S|x\rangle=0$ and the equation reduces to (11), so the solution is independent of $\alpha$. In the gauge of (10) the full derivative is

$$|\partial u_n\rangle=|x_n\rangle-\tfrac12\sum_{m\,\rm occ}|u_m\rangle\langle u_m|\partial S|u_n\rangle.\tag{14}$$

For $q=0$ one has $S=1$, $\partial S=0$ and $P_c^\dagger=P_c$, which is the norm-conserving equation. If an empty band touches band $n$ at this $\mathbf k$, a denominator in (13) vanishes, $A_n$ is singular, and the gap assumed in the derivation is closed, so the occupied space need not be smooth there. In a metal the number of occupied bands changes with $\mathbf k$, and a fixed $N$ no longer describes the occupied states.

We now have the Sternheimer equation (11) for the empty-space part of $\partial u_n$, a positive definite form for solving it, and the full derivative (14) in the gauge of (10). It remains to relate $x_v$ to the all-electron interband position matrix element in PAW, and to evaluate the results for one-dimensional models.
